# Why hyperfine dipole and quadrupole terms leave the centre of gravity fixed: a numerical check

```python
# Result under test: for a level J coupled to a nuclear spin I, the mean of the
# first-order hyperfine energies E_F with weights (2F+1) is unshifted by every
# interaction of tensor rank k >= 1 (dipole k=1, quadrupole k=2), because
#   sum_F (2F+1) {J I F; I J k} {J I F; I J k'} = delta_kk' / (2k+1).
# S_k: scalar product of unit-norm rank-k tensors of J and I, with Tr(S_k^2) = 1.
# A, B: dipole and quadrupole constants; energies are frequencies in MHz.
# Second-order mixing of different J is treated in a separate model with
# H = xi L.S + a I.S, where the centre does move.
from functools import lru_cache
from itertools import product
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j


def exact(x):
    return Rational(int(round(2 * x)), 2)


@lru_cache(maxsize=None)
def three_j(a, b, c, d, e, f):
    return float(wigner_3j(*[exact(x) for x in (a, b, c, d, e, f)]))


@lru_cache(maxsize=None)
def six_j(J, I, F, k):
    return float(wigner_6j(*[exact(x) for x in (J, I, F, I, J, k)]))


def projections(j):
    return [j - n for n in range(int(round(2 * j)) + 1)]


def f_values(I, J):
    return [abs(I - J) + n for n in range(int(round(2 * min(I, J))) + 1)]


def phase(n):
    return 1 if int(round(n)) % 2 == 0 else -1


def ladder(j):
    m = np.array(projections(j))
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising, raising.T


def cartesian(j):
    jz, jp, jm = ladder(j)
    return [(jp + jm) / 2, (jp - jm) / 2j, jz.astype(complex)]


def unit_tensor(j, k):
    # built from ladder operators and commutators, without any 3j symbol
    _, jp, jm = ladder(j)
    top = (-1) ** k * np.linalg.matrix_power(jp, k)
    parts = {k: top / np.linalg.norm(top)}
    for q in range(k, -k, -1):
        t = parts[q]
        parts[q - 1] = (jm @ t - t @ jm) / np.sqrt(k * (k + 1) - q * (q - 1))
    return parts


def scalar_product(J, I, k):
    tj, ti = unit_tensor(J, k), unit_tensor(I, k)
    return sum((-1) ** q * np.kron(tj[q], ti[-q])
               for q in range(-k, k + 1)) / np.sqrt(2 * k + 1)


def dot_product(J, I):
    return sum(np.kron(a, b) for a, b in zip(cartesian(J), cartesian(I))).real


def f_projectors(J, I):
    dim = int(round((2 * J + 1) * (2 * I + 1)))
    f_squared = (J * (J + 1) + I * (I + 1)) * np.eye(dim) + 2 * dot_product(J, I)
    val, vec = np.linalg.eigh(f_squared)
    result = {}
    for F in f_values(I, J):
        v = vec[:, abs(val - F * (F + 1)) < 1e-7]
        assert v.shape[1] == int(round(2 * F + 1))
        result[F] = v @ v.T
    return result


def quadrupole_operator(J, I):
    # definition: contraction of symmetric traceless Cartesian tensors
    def traceless(j):
        c = cartesian(j)
        one = np.eye(len(c[0]))
        return [[(c[a] @ c[b] + c[b] @ c[a]) / 2 - (a == b) * j * (j + 1) / 3 * one
                 for b in range(3)] for a in range(3)]
    qj, qi = traceless(J), traceless(I)
    total = sum(np.kron(qj[a][b], qi[a][b]) for a in range(3) for b in range(3))
    return 3 * total.real / (2 * I * (2 * I - 1) * J * (2 * J - 1))


def tidy(x):
    return round(float(x), 6) + 0.0


# --- tensor operators, 6j symbols and orthogonality for several spin pairs ---
pairs = [(0.5, 3.5), (1.5, 1.5), (2.5, 1.0), (2.0, 1.5), (1.0, 2.0)]
worst_orthogonality = 0.0
worst_matrix_element = 0.0
for J, I in pairs:
    ranks = range(int(round(2 * min(I, J))) + 1)
    proj = f_projectors(J, I)
    S = {k: scalar_product(J, I, k) for k in ranks}
    size = (2 * I + 1) * (2 * J + 1)
    for k in ranks:
        assert np.allclose(S[k], S[k].T, atol=1e-11)
        for F, P in proj.items():
            s = phase(I + J + F) * np.sqrt(2 * k + 1) * six_j(J, I, F, k)
            error = np.max(abs(S[k] @ P - s * P))
            worst_matrix_element = max(worst_matrix_element, error)
        for k2 in ranks:
            assert abs(np.trace(S[k] @ S[k2]) - (k == k2)) < 1e-10
            total = sum((2 * F + 1) * six_j(J, I, F, k) * six_j(J, I, F, k2)
                        for F in proj)
            error = abs(total - (k == k2) / (2 * k + 1))
            worst_orthogonality = max(worst_orthogonality, error)
        signed = sum((2 * F + 1) * phase(I + J + F) * six_j(J, I, F, k) for F in proj)
        assert abs(signed - np.sqrt(size) * (k == 0)) < 1e-11
    for F in proj:
        assert abs(six_j(J, I, F, 0) - phase(I + J + F) / np.sqrt(size)) < 1e-12
assert worst_matrix_element < 1e-10
assert worst_orthogonality < 1e-12

# --- matrix elements of the unit tensors in terms of 3j symbols ---
for j in (1.0, 1.5, 2.5):
    m_list = projections(j)
    for k in (1, 2):
        for q, t in unit_tensor(j, k).items():
            table = [[phase(j - mp) * np.sqrt(2 * k + 1) * three_j(j, k, j, -mp, q, m)
                      for m in m_list] for mp in m_list]
            assert np.allclose(t, table, atol=1e-11)

# --- 6j symbol as a signed sum over four 3j symbols ---
J, I = 1.0, 1.5
for k in (1, 2):
    for F in f_values(I, J):
        total = 0.0
        for m1, m2, m5 in product(projections(J), projections(I), projections(J)):
            m3, m6 = -m1 - m2, m5 - m1
            m4 = m6 - m2
            if abs(m3) > F or abs(m6) > k or abs(m4) > I:
                continue
            sign = phase(2 * J + 2 * I + F + k - (m1 + m2 + m3 + m4 + m5 + m6))
            total += (sign * three_j(J, I, F, -m1, -m2, -m3)
                      * three_j(J, J, k, m1, -m5, m6)
                      * three_j(I, I, k, m4, m2, -m6)
                      * three_j(I, J, F, -m4, m5, m3))
        assert abs(total - six_j(J, I, F, k)) < 1e-11

# --- dipole and quadrupole operators in terms of S_1 and S_2 ---


def dipole_norm(J, I):
    return np.sqrt(I * (I + 1) * (2 * I + 1) * J * (J + 1) * (2 * J + 1) / 3)


def quadrupole_norm(J, I):
    n = [np.sqrt(j * (j + 1) * (2 * j - 1) * (2 * j + 1) * (2 * j + 3) / 5)
         for j in (I, J)]
    return np.sqrt(5) * n[0] * n[1] / (4 * I * (2 * I - 1) * J * (2 * J - 1))


for J, I in [(1.5, 1.5), (2.5, 1.0), (2.0, 1.5)]:
    X = dot_product(J, I)
    D = quadrupole_operator(J, I)
    one = np.eye(len(X))
    closed = (3 * X @ X + 1.5 * X - I * (I + 1) * J * (J + 1) * one) \
        / (2 * I * (2 * I - 1) * J * (2 * J - 1))
    assert np.allclose(D, closed, atol=1e-11)
    assert np.allclose(X, dipole_norm(J, I) * scalar_product(J, I, 1), atol=1e-10)
    assert np.allclose(D, quadrupole_norm(J, I) * scalar_product(J, I, 2), atol=1e-10)

print(f"largest error, 6j orthogonality: {worst_orthogonality:.0e}")
print(f"largest error, S_k matrix elements: {worst_matrix_element:.0e}")

# --- worked multiplet ---
J, I, A, B = 1.5, 1.5, 100.0, 40.0
X, D = dot_product(J, I), quadrupole_operator(J, I)
proj = f_projectors(J, I)
print(f"multiplet: J = {J}, I = {I}, A = {A:.0f} MHz, B = {B:.0f} MHz")
print(f"N_1 = {dipole_norm(J, I):.6f}, N_2 = {quadrupole_norm(J, I):.6f}")
print(f"number of states = {len(X)}")
levels, sum_dip, sum_quad = {}, 0.0, 0.0
for F, P in proj.items():
    g = 2 * F + 1
    dip, quad = A * np.trace(P @ X) / g, B * np.trace(P @ D) / g
    K = F * (F + 1) - I * (I + 1) - J * (J + 1)
    casimir = A * K / 2 + B * (0.75 * K * (K + 1) - I * (I + 1) * J * (J + 1)) \
        / (2 * I * (2 * I - 1) * J * (2 * J - 1))
    levels[F] = dip + quad
    assert abs(levels[F] - casimir) < 1e-8
    sum_dip += g * dip
    sum_quad += g * quad
    print(f"F={F:.0f}: weight {g:.0f}, K = {K:.1f}, 6j(k=1) = {six_j(J, I, F, 1):.6f},"
          f" 6j(k=2) = {six_j(J, I, F, 2):.6f}")
    print(f"  dipole {tidy(dip):.3f}, quadrupole {tidy(quad):.3f},"
          f" total {tidy(levels[F]):.3f} MHz")
    print(f"  weighted: dipole {tidy(g * dip):.3f},"
          f" quadrupole {tidy(g * quad):.3f} MHz")
spectrum = np.linalg.eigvalsh(A * X + B * D)
expected = sorted(E for F, E in levels.items() for _ in range(int(round(2 * F + 1))))
assert np.allclose(spectrum, expected, atol=1e-8)
assert abs(sum_dip) < 1e-8 and abs(sum_quad) < 1e-8
plain_mean = np.mean(list(levels.values()))
assert abs(plain_mean) > 1.0
print(f"weighted sum, dipole: {tidy(sum_dip):.3f} MHz")
print(f"weighted sum, quadrupole: {tidy(sum_quad):.3f} MHz")
print(f"weighted mean of levels: {tidy(spectrum.mean()):.3f} MHz")
print(f"plain mean of levels: {tidy(plain_mean):.3f} MHz")

# --- clock-type doublet with J = 1/2 ---
J, I, A = 0.5, 3.5, 2000.0
spectrum = np.linalg.eigvalsh(A * dot_product(J, I))
low, high = spectrum[0], spectrum[-1]
gap = high - low
assert abs(gap - A * (I + 0.5)) < 1e-7
assert abs(high - I * gap / (2 * I + 1)) < 1e-7
assert abs(low + (I + 1) * gap / (2 * I + 1)) < 1e-7
print(f"doublet: J = {J}, I = {I}, A = {A:.0f} MHz, splitting {gap:.3f} MHz")
print(f"  F=4 at {high:.3f} MHz, F=3 at {low:.3f} MHz from the centre")
print(f"  fractions of splitting: {high / gap:.4f} and {low / gap:.4f}")

# --- second order: mixing of J = 3/2 and J = 1/2 moves the centres ---
xi, a, I = 100000.0, 300.0, 1.5
L, Sp, N = cartesian(1.0), cartesian(0.5), cartesian(I)
spin_orbit = sum(np.kron(l, s) for l, s in zip(L, Sp))
val, vec = np.linalg.eigh(spin_orbit)
upper = vec[:, val > 0]
S_z = np.kron(np.eye(3), Sp[2])
J_z = np.kron(L[2], np.eye(2)) + S_z
S_up, J_up = [upper.conj().T @ op @ upper for op in (S_z, J_z)]
ratio = (np.trace(S_up @ J_up) / np.trace(J_up @ J_up)).real
assert np.allclose(S_up, J_up / 3, atol=1e-12)


def centre_shifts(coupling):
    H = xi * np.kron(spin_orbit, np.eye(4)) + coupling * sum(
        np.kron(np.kron(np.eye(3), s), n) for s, n in zip(Sp, N))
    e = np.linalg.eigvalsh(H)
    return e[8:].mean() - xi / 2, e[:8].mean() + xi


shift_up, shift_down = centre_shifts(a)
half_up, _ = centre_shifts(a / 2)
formula_up, formula_down = 5 * a**2 / (18 * xi), -5 * a**2 / (9 * xi)
# the formulas omit third-order terms, smaller by a factor of order a/xi = 0.003
assert abs(shift_up / formula_up - 1) < 0.01
assert abs(shift_down / formula_down - 1) < 0.01
assert abs(shift_up / half_up - 4) < 0.04
print(f"mixing model: L = 1, S = 0.5, I = {I}, xi = {xi:.0f} MHz, a = {a:.0f} MHz")
print(f"  first-order dipole constant in J=3/2: {a * ratio:.3f} MHz")
print(f"  J=3/2 centre shift: full {shift_up:.5f},"
      f" second order {formula_up:.5f} MHz")
print(f"  J=1/2 centre shift: full {shift_down:.5f},"
      f" second order {formula_down:.5f} MHz")
print(f"  J=3/2 shift ratio for a and a/2: {shift_up / half_up:.4f}")
print("all assertions hold")
```

Running it gives:

```
largest error, 6j orthogonality: 2e-16
largest error, S_k matrix elements: 4e-16
multiplet: J = 1.5, I = 1.5, A = 100 MHz, B = 40 MHz
N_1 = 8.660254, N_2 = 2.236068
number of states = 16
F=0: weight 1, K = -7.5, 6j(k=1) = 0.250000, 6j(k=2) = -0.250000
  dipole -375.000, quadrupole 50.000, total -325.000 MHz
  weighted: dipole -375.000, quadrupole 50.000 MHz
F=1: weight 3, K = -5.5, 6j(k=1) = -0.183333, 6j(k=2) = 0.050000
  dipole -275.000, quadrupole 10.000, total -265.000 MHz
  weighted: dipole -825.000, quadrupole 30.000 MHz
F=2: weight 5, K = -1.5, 6j(k=1) = 0.050000, 6j(k=2) = 0.150000
  dipole -75.000, quadrupole -30.000, total -105.000 MHz
  weighted: dipole -375.000, quadrupole -150.000 MHz
F=3: weight 7, K = 4.5, 6j(k=1) = 0.150000, 6j(k=2) = 0.050000
  dipole 225.000, quadrupole 10.000, total 235.000 MHz
  weighted: dipole 1575.000, quadrupole 70.000 MHz
weighted sum, dipole: 0.000 MHz
weighted sum, quadrupole: 0.000 MHz
weighted mean of levels: 0.000 MHz
plain mean of levels: -115.000 MHz
doublet: J = 0.5, I = 3.5, A = 2000 MHz, splitting 8000.000 MHz
  F=4 at 3500.000 MHz, F=3 at -4500.000 MHz from the centre
  fractions of splitting: 0.4375 and -0.5625
mixing model: L = 1, S = 0.5, I = 1.5, xi = 100000 MHz, a = 300 MHz
  first-order dipole constant in J=3/2: 100.000 MHz
  J=3/2 centre shift: full 0.25017, second order 0.25000 MHz
  J=1/2 centre shift: full -0.50033, second order -0.50000 MHz
  J=3/2 shift ratio for a and a/2: 4.0013
all assertions hold
```
